# Diffusion length from the contrast of a photocarrier grating

## Problem

Two coherent beams of wavelength 633 nm fall on a thin photoconducting film from opposite sides of its normal, at equal angles. Both are polarized along the fringes they form. Their intensities are in the ratio 9:1, and the fringe period is $\Lambda=1000$ nm. In the steady state the photocarrier density has contrast $C=0.30$, where the contrast of any quantity means (max − min)/(max + min).

(a) What are the angle between the beams and the contrast $m$ of the generation rate?

(b) What is the ambipolar diffusion length $L$?

(c) By how much does a current driven across the fringes fall below its value under uniform light of the same mean intensity?

(d) What mobility-lifetime product of the holes follows, if the carrier lifetime is 20 µs, the electrons are 100 times more mobile than the holes, and the temperature is 300 K?

The densities $n$ and $p$ count free and shallow-trapped carriers together, and the mobilities $\mu_n,\mu_p$ are the corresponding effective drift mobilities, taken as constant. Assume first that the recombination rate is $n/\tau$ with one lifetime $\tau$, that the dark density is negligible, that the film is locally neutral, and that its surfaces do not recombine carriers.

## First estimate by scaling

A carrier generated at a bright fringe can recombine, at the rate $1/\tau$, or wander towards a dark one. Diffusion over a distance $\ell$ takes a time of order $\ell^2/D$, so it erases the pattern at a rate of order $D/\ell^2$. Generation renews the pattern. Without diffusion, recombination alone would limit its amplitude and the density would copy the light. With diffusion the two loss rates add, and the contrast falls by the factor

$$\frac{C}{m}\sim\frac{1/\tau}{1/\tau+D/\ell^2}=\frac{1}{1+L^2/\ell^2},\qquad L=\sqrt{D\tau}.$$

The beams give $m=2\sqrt{9}/(9+1)=0.60$, as derived below, so half the contrast has been lost. The two rates are then equal and $L\sim\ell$. A natural choice for $\ell$ is the distance from a crest to the mean level, a quarter period:

$$L\sim\Lambda/4=250\ \text{nm}.$$

The estimate says that $L$ is proportional to the period and needs neither $D$ nor $\tau$ separately. Its numerical factor is uncertain, because half a period would have been almost as natural a choice.

## Exact solution

### The fringes

Let $x$ run along the film, across the fringes, and let $\theta$ be the angle between the beams. Their wavevectors have in-plane components $\pm\kappa$, with $\kappa=(2\pi/\lambda)\sin(\theta/2)$. The fields are parallel, so their amplitudes add as scalars:

$$|A_1e^{i\kappa x}+A_2e^{-i\kappa x}|^2=A_1^2+A_2^2+2A_1A_2\cos 2\kappa x .$$

The grating wavenumber is $k=2\kappa=2\pi/\Lambda$. With $I_j\propto A_j^2$,

$$\Lambda=\frac{\lambda}{2\sin(\theta/2)},\qquad m=\frac{2\sqrt{I_1I_2}}{I_1+I_2}.$$

Refraction conserves the in-plane wavevector, so the period inside the film is the same. Equal angles of incidence give both beams the same transmission and absorption, which preserves $m$. Here $\sin(\theta/2)=633/2000$, so $\theta=36.9^\circ$, and $m=0.60$. The generation rate is $G=G_0(1+m\cos kx)$.

### One equation for two carriers

Electrons and holes diffuse at different rates, and the internal field $E$ ties them together. Their particle fluxes are

$$\Gamma_n=-\mu_n nE-D_nn',\qquad \Gamma_p=\mu_p pE-D_pp'.$$

In the steady state $G-n/\tau-\Gamma'=0$ for each. Neutrality means $n=p$ to leading order; the small difference that remains is the source of $E$. Hence

$$G-\frac n\tau+\mu_n(nE)'+D_nn''=0,$$
$$G-\frac n\tau-\mu_p(nE)'+D_pn''=0.$$

Multiply the first by $\mu_p$, the second by $\mu_n$, and add. The field terms cancel. Division by $\mu_n+\mu_p$ leaves

$$Dn''-\frac n\tau+G=0,\qquad D=\frac{\mu_pD_n+\mu_nD_p}{\mu_n+\mu_p}.$$

With the Einstein relation $D_{n,p}=V_T\mu_{n,p}$, where $V_T=k_BT/e$,

$$D=\frac{2V_T\mu_n\mu_p}{\mu_n+\mu_p}.$$

For $\mu_n\gg\mu_p$ this tends to $2V_T\mu_p$. The slow holes set the pace, and the field of the electrons running ahead doubles their diffusion coefficient. No step required a small contrast.

### The density and its contrast

Try $n=n_0+n_1\cos kx$. Since $n''=-k^2n_1\cos kx$, the constant and cosine parts give

$$G_0-\frac{n_0}{\tau}=0,\qquad mG_0-\frac{n_1}{\tau}-Dk^2n_1=0.$$

Therefore $n_0=G_0\tau$ and $n_1=mG_0\tau/(1+k^2L^2)$. The homogeneous solutions $e^{\pm x/L}$ are not periodic, so nothing can be added. The extremes are $n_0\pm n_1$, so $C=n_1/n_0$ and

$$\boxed{\frac Cm=\frac{1}{1+k^2L^2}},\qquad L=\frac{\Lambda}{2\pi}\sqrt{\frac mC-1}.$$

The same law can be read as blurring. A line source spreads its carriers with the profile $e^{-|x|/L}/(2L)$, which solves $L^2g''-g=0$ away from the source and has the slope jump $-1/L^2$ that a unit source requires. Setting the displacement to $\pm Ls$ and averaging the two directions multiplies $\cos kx$ by

$$\int_0^\infty e^{-s}\cos(kLs)\,ds=\mathrm{Re}\,\frac{1}{1-ikL}=\frac{1}{1+k^2L^2}.$$

For $kL\ll1$ the loss of contrast is the small quantity $k^2L^2$; for $kL\gg1$ the surviving fraction is about $1/(k^2L^2)$. The film of this problem has $C/m=0.30/0.60=1/2$, hence $kL=1$ and

$$L=\frac{1000\ \text{nm}}{2\pi}=159\ \text{nm}.$$

On a 2 µm grating the same film would have $kL=1/2$ and keep 0.8 of the contrast; on a 0.5 µm grating, $kL=2$ and it would keep 0.2.

### How an error in contrast propagates

Put $r=C/m$. Then $\ln L=\tfrac12\ln(1-r)-\tfrac12\ln r-\ln k$, and

$$\frac{d\ln L}{d\ln r}=-\frac{r}{2(1-r)}-\frac12=-\frac{1}{2(1-r)}.$$

At $r=1/2$ this is $-1$: a ratio read 1 % too low gives a length 1 % too long. Density contrasts of 0.29 and 0.31 would give 164.6 and 153.9 nm. If stray light or imperfect coherence makes the true $m$ 5 % smaller than calculated, the calculated $r$ is 5 % too low and $L$ comes out about 5 % too long.

For a fixed absolute error $\delta r$, the relative error of $L$ has magnitude $\delta r/[2r(1-r)]$. This is smallest at $r=1/2$, so under that condition on the error the best period is $2\pi L$.

### Reading the contrast from a current

Apply a voltage across the fringes. The electric current density is

$$J=e(\Gamma_p-\Gamma_n)=e(\mu_n+\mu_p)nE+e(D_n-D_p)n'.$$

It is independent of $x$. Solve for the field:

$$E=\frac{J}{e(\mu_n+\mu_p)n}-V_T\frac{\mu_n-\mu_p}{\mu_n+\mu_p}\frac{n'}{n}.$$

The last term is proportional to $(\ln n)'$ and averages to zero over a period. The mean field is therefore proportional to $J\langle1/n\rangle$. With $\varphi=kx$ and $t=\tan(\varphi/2)$,

$$\left\langle\frac{1}{1+C\cos\varphi}\right\rangle=\frac1{2\pi}\int_{-\infty}^{\infty}\frac{2\,dt}{(1+C)+(1-C)t^2}=\frac{1}{\sqrt{1-C^2}}.$$

Uniform light with the same $G_0$ gives the same mean density $n_0$. At the same mean field,

$$\frac{J}{J_{\rm uniform}}=\sqrt{1-C^2}=\sqrt{1-0.09}=0.954.$$

The current falls by 4.6 %. A change of 0.01 in $C$ alters this ratio by about $C\,\delta C/\sqrt{1-C^2}=0.003$, so the current ratio must be known to about 0.3 % to fix $L$ to 3 %.

### The mobility-lifetime product

From $L^2=D\tau$ and the formula for $D$,

$$\mu_p\tau=\frac{L^2}{2V_T}\left(1+\frac{\mu_p}{\mu_n}\right).$$

With $L=1.59\times10^{-5}$ cm and $V_T=25.85$ mV this is $4.9\times10^{-9}$ cm²/V. The mobility ratio enters as a 1 % correction. The lifetime is needed only to separate the factors: $D=L^2/\tau=1.27\times10^{-5}$ cm²/s and $\mu_p=2.5\times10^{-4}$ cm²/Vs. This mobility is small because it is averaged over mostly trapped holes.

In an amorphous film that averaging also affects the Einstein relation. Suppose the holes sit in an exponential band tail of width $w>k_BT$, filled down to a quasi-Fermi level at energy $F$ above the band edge. Then $p\propto e^{-F/w}$. At zero field the flux is driven by the gradient of that level, $\Gamma_p=\mu_pp\,F'/e$. Since $p'=-pF'/w$, this is $\Gamma_p=-\mu_p(w/e)p'$, and so $D_p=\mu_pw/e$. For $w=45$ meV and $F=0.4$ eV, numerical integration over the Fermi occupation gives $D_p/\mu_p=45.03$ mV, close to $w/e$. If the electrons keep $D_n=V_T\mu_n$, the factor $2V_T$ becomes $V_T+w/e$, and the same $L$ implies $\mu_p\tau=3.6\times10^{-9}$ cm²/V, 27 % less. The measured length stays as it was; its translation into a mobility changes. Trapping also makes $\mu_p$ depend on density, so this correction applies at small contrast. At the contrast of this problem the boxed law would read the diffusion length at the mean density about 2 % too short.

### Where the assumptions give way

Each estimate below asks what length the boxed law would report for a film whose true $L$ is 159 nm.

**Nonlinear recombination.** Let the uniform density grow as $G^s$ with $s<1$, so that the recombination rate rises faster than the density. Then $R=G_0(n/n_0)^{1/s}$, and for small departures $R\approx G_0+\delta n/(s\tau)$ with $\tau=n_0/G_0$. The cosine balance becomes $mG_0=n_1/(s\tau)+Dk^2n_1$, or

$$\frac mC=\frac1s+k^2L^2 .$$

At $kL=1$ the linear law reads $L/\sqrt s$. For $s=0.9$ that is 5.4 % too long; the full solution at $m=0.60$ gives 167.2 nm, or 5.1 %. The difference is the effect of finite contrast, which the linearization omits. These figures assume that the density contrast itself is known. If it is read from the current through $\sqrt{1-C^2}$, a second error enters: the fringes now lower the mean density below its value under uniform light, so the contrast reads too high. The two errors partly cancel, and the length comes out 2.6 % too long instead of 5.1 %. Measurements of the true density contrast at several periods remove the bias at small contrast: $m/C$ plotted against $k^2$ is a straight line whose slope is $L^2$ and whose intercept is $1/s$.

**Incomplete neutrality.** Fast electrons nearly balance drift against diffusion, so $E\approx-V_Tn'/n$. To first order in the contrast, $E'\approx V_Tk^2(n_1/n_0)\cos kx$. Gauss's law, $E'=e(p-n)/\varepsilon$, then gives

$$p_1=(1+q)n_1,\qquad q=k^2\frac{\varepsilon V_T}{en_0}.$$

Take the loss rate as $(n+p)/2\tau$ and write $a=k^2V_T\mu_p\tau$. The hole balance is $mn_0=n_1(1+q/2)+an_1+a(1+q)n_1$, where the second term is drift and the third diffusion. For $\mu_n\gg\mu_p$ and $kL=1$, $2a=1$, so $m/C=2+q$ for the electrons. The apparent length is $L\sqrt{1+q}\approx L(1+q/2)$.

With an assumed $G_0=10^{21}$ cm⁻³s⁻¹, the mean density is $2\times10^{16}$ cm⁻³. For relative permittivity 12 the screening length $\sqrt{\varepsilon V_T/en_0}$ is 29 nm and $q=0.034$. The estimate is 1.7 % too long; the nonlinear drift-diffusion-Poisson solution gives 162.1 nm, or 1.9 %. The figure depends on the assumed loss rate: it would be 1.0 % with $n/\tau$ and 2.7 % with $p/\tau$. All of these refer to the electron contrast. The hole contrast is larger, by about the factor $1+q$, and with the loss rate $(n+p)/2\tau$ it would give a length 1.9 % too short. At a tenth of the density $q$ would be ten times larger and neutrality a poor approximation.

**Applied field.** In a neutral film with constant mobilities the field cancelled whatever its strength. Incomplete neutrality spoils this, on the scale $kV_T=1624$ V/cm. With the same screening length, the apparent length is 162.2 nm at 100 V/cm, the same as without a field to within 0.01 nm, and 162.8 nm at 1000 V/cm. The corresponding current ratios are 0.9556 and 0.9559 instead of 0.9539.

**Surfaces.** Let the film have thickness $d$, and let $z$ be the depth. Integrating the diffusion equation over $z$ leaves the boundary term $D[\partial_zn]_0^d$. Without surface recombination it vanishes, and the depth-integrated density obeys the equation solved above, however unevenly the light is absorbed. With a surface velocity $S$ at both faces the term is $-S[n(0)+n(d)]$. If the density varies little with depth, this adds a loss rate $2S/d$. For $d=500$ nm and an assumed $S=0.1$ cm/s for the total density,

$$\frac{2S\tau}{d}=\frac{2\times0.1\times20\times10^{-6}}{5\times10^{-5}}=0.08 .$$

The apparent length is then $L/\sqrt{1.08}$, 3.8 % too short. Solving the depth profile with an absorption coefficient of $2\times10^4$ cm⁻¹ gives 153.5 nm, or 3.6 % too short.

### The real case

The numbers are in the regime of hydrogenated amorphous silicon, where ambipolar diffusion lengths are roughly 100 to 200 nm. The tail width, absorption coefficient and permittivity are rough typical values; the lifetime and mobility ratio are those given in part (d), and the generation rate and surface velocity are assumptions for sizing corrections. Within the ideal model $L$ depends on none of them. When the density contrast is known directly, nonlinear recombination shifts the apparent length most among the four effects sized in the preceding section. The exponent 0.9 is a mild case: with $s=0.7$ the density contrast of 0.30 given here would belong to a film with $L=124$ nm, and the boxed law would read 28 % too long. The exponent should therefore be measured on the same film, at the same mean light level, before a length is quoted to a few per cent. Here $s$ is the exponent of the total density. The exponent of the photocurrent equals it only while the effective mobilities are constant, which trapping in band tails does not guarantee.

## Comparison of the two results

The scaling estimate gave 250 nm and the exact solution 159 nm, a ratio of $\pi/2$. Both have $L\propto\Lambda$, and both add a recombination rate to a diffusion rate. That addition is exact in the linear model because a cosine keeps its shape under diffusion: its second derivative is $-k^2$ times itself, and its amplitude decays at the rate $Dk^2$.

The estimate went wrong in the length it put into that rate. It used $D/(\Lambda/4)^2$, whereas the true rate is $D(2\pi/\Lambda)^2$, larger by $(\pi/2)^2=2.47$. A cosine is more sharply curved at its crest than the distance to its mean level suggests, so a shorter diffusion length suffices to halve the contrast. A film that really had $L=250$ nm would have $kL=\pi/2$ and keep $1/(1+2.47)=0.29$ of the generation contrast. Its density contrast would be 0.17, clearly distinct from the 0.30 given.

The factor $\pi/2$ is much larger than the corrections of 2 to 5 % found for the example's own parameters. These were computed separately and have different signs, so their sum is not a reliable total correction. For this film the ideal model gives 159 nm. How closely that matches the true length depends above all on the recombination exponent, which the data do not include: with the other assumptions kept, the same density contrast would mean 151 nm at $s=0.9$. The input values and main results are listed in the numerical output below.

## Computed values

```
INPUTS
wavelength 633 nm, period 1000 nm
beam intensity ratio 9
density contrast 0.30
temperature 300 K, kT/e 25.85 mV
mean generation 1.0e+21 cm^-3 s^-1
lifetime 20 us, mobility ratio 100
relative permittivity 12
film thickness 500 nm
absorption coefficient 2.0e+04 cm^-1
surface velocity 0.10 cm/s
hole tail width 45 meV
sublinear exponent 0.90
INFERENCE
angle between beams 36.90 deg
generation contrast 0.600
contrast ratio 0.500
grating wavenumber 0.006283 nm^-1
diffusion length, formula 159.15 nm
diffusion length, numerical inversion 159.16 nm
log sensitivity of L to ratio -1.000
L if density contrast is 0.29: 164.6 nm
L if density contrast is 0.31: 153.9 nm
ideal current ratio 0.9539
MATERIAL QUANTITIES
ambipolar diffusion coefficient 1.267e-05 cm2/s
hole mobility-lifetime product 4.948e-09 cm2/V
effective hole mobility 2.474e-04 cm2/Vs
mean photocarrier density 2.00e+16 cm^-3
hole D/mu with tail 45.03 mV
mobility-lifetime product with tail 3.609e-09 cm2/V
NEGLECTED EFFECTS: apparent L when true L is as above
screening length 29.3 nm, (k*length)^2 0.0338
finite screening: 162.1 nm (+1.9 %)
sublinear loss: 167.2 nm (+5.1 %)
surface loss: 153.5 nm (-3.6 %)
field scale k*kT/e 1624 V/cm
screening and 100 V/cm: 162.2 nm
screening and 1000 V/cm: 162.8 nm
current ratio with screening, 100 V/cm: 0.9556
current ratio with screening, 1000 V/cm: 0.9559
```
